# Translational partition function per site of a mobile adsorbed molecule: a program that tests the result

```python
# Result under test: a molecule moving freely on a flat surface has the
# translational partition function per site q = A/Lambda^2, where
# Lambda = h/sqrt(2 pi m k T); for m = 62 u, T = 800 K, A = 0.15 nm^2
# this is about 2400.
# m: mass, T: temperature, A: site area, a = sqrt(A): site width,
# V0: saddle barrier between neighbouring sites, d: hard-disk diameter.
# SI units inside the program; conversions are made when printing.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import ive

h, k, eV = sc.h, sc.k, sc.e
u = sc.physical_constants["atomic mass constant"][0]
nm = 1e-9

mass_number = 62.0
m = mass_number * u
T = 800.0
A = 0.15 * nm**2
a = np.sqrt(A)
kT = k * T


def wavelength(mass, temperature):
    return h / np.sqrt(2 * np.pi * mass * k * temperature)


Lam = wavelength(m, T)
q = A / Lam**2
assert round(q, -2) == 2400

# Explicit sum over the levels of a periodic terrace of 5 x 5 sites
side_sites = 5
L = side_sites * a
n = np.arange(-4000, 4001)
E = h**2 * n**2 / (2 * m * L**2)
weights = np.exp(-E / kT)
q_levels = weights.sum()**2 / side_sites**2
assert abs(q_levels / q - 1) < 1e-9
mean_energy = 2 * (E * weights).sum() / weights.sum()
assert abs(mean_energy / kT - 1) < 1e-9

# Classical phase-space integral by quadrature
p0 = np.sqrt(m * kT)
integral = quad(lambda x: np.exp(-(p0 * x)**2 / (2 * m * kT)), -12, 12)[0]
q_phase = A * (p0 * integral)**2 / h**2
assert abs(q_phase / q - 1) < 1e-8


# Hard-walled boxes: sum over standing waves
def hard_wall_per_site(sites_along_side):
    width = sites_along_side * a
    j = np.arange(1, int(14 * width / Lam) + 10)
    levels = h**2 * j**2 / (8 * m * width**2)
    return np.exp(-levels / kT).sum()**2 / sites_along_side**2


q_box1 = hard_wall_per_site(1)
q_box20 = hard_wall_per_site(20)
for sites, value in ((1, q_box1), (20, q_box20)):
    expected = (sites * a / Lam - 0.5)**2 / sites**2
    assert abs(value / expected - 1) < 1e-8
assert abs(q_box20 / q - 1) < 2e-3


# Corrugated surface: classical formula against quantum diagonalization
def hindered_classical(V0):
    return q * ive(0, V0 / (2 * kT))**2


def hindered_quantum(V0):
    g = np.arange(-300, 301)
    diagonal = h**2 * g**2 / (2 * m * a**2) + V0 / 2
    coupling = np.full(len(g) - 1, -V0 / 4)
    levels = eigh_tridiagonal(diagonal, coupling, eigvals_only=True)
    return np.exp(-levels / kT).sum()**2


def well_frequency(V0):
    return np.sqrt(V0 / (2 * m)) / a


barriers = [0.05, 0.10, 0.20]
hindered = []
for V in barriers:
    classical, quantum = hindered_classical(V * eV), hindered_quantum(V * eV)
    # tolerance: quantum correction of order (h nu/kT)^2/12
    assert abs(classical / quantum - 1) < 1e-3
    hindered.append((V, classical, quantum))
# Deep well: harmonic limit, anharmonic terms of order kT/V0 remain
deep = 2.0 * eV
harmonic_deep = (kT / (h * well_frequency(deep)))**2
assert abs(harmonic_deep / hindered_quantum(deep) - 1) < 0.03
nu = well_frequency(0.10 * eV)
q_harmonic = (kT / (h * nu))**2

# Excluded area: random insertion into equilibrium hard-disk configurations
coverage = 0.01
d = 0.45 * nm
density = coverage / A
free_fraction = 1 - density * np.pi * d**2
rng = np.random.default_rng(7)
disks = 10
box = np.sqrt(disks / density)
pos = rng.random((6000, disks, 2)) * box
diff = pos[:, :, None, :] - pos[:, None, :, :]
diff -= box * np.round(diff / box)
r2 = (diff**2).sum(-1)
r2[:, np.arange(disks), np.arange(disks)] = np.inf
pos = pos[r2.min(axis=(1, 2)) > d**2]
hits, trials = 0, 0
for _ in range(20):
    probe = rng.random((len(pos), 10, 1, 2)) * box
    diff = probe - pos[:, None, :, :]
    diff -= box * np.round(diff / box)
    free = ((diff**2).sum(-1) > d**2).all(axis=-1)
    hits += free.sum()
    trials += free.size
free_mc = hits / trials
# tolerance: sampling noise plus second order in density
assert abs(free_mc - free_fraction) < 0.0015

# Mean speed in two dimensions, by quadrature over the Maxwell distribution
speed = np.sqrt(np.pi * kT / (2 * m))
v0 = np.sqrt(kT / m)
top = quad(lambda x: x**2 * np.exp(-x**2 / 2), 0, 14)[0]
bottom = quad(lambda x: x * np.exp(-x**2 / 2), 0, 14)[0]
assert abs(v0 * top / bottom / speed - 1) < 1e-8

# Residence time from rough well depth and attempt rate (assumed estimate)
depth, attempt = 0.3 * eV, 1e13
tau = np.exp(depth / kT) / attempt
width_ratio = sc.hbar / tau / kT

# Less rounded data for disilane on the Si(100) 1x1 cell
mass_disilane = 2 * 28.086 + 6 * 1.008
lattice = 0.543 * nm
cell = lattice**2 / 2
q_refined = cell / wavelength(mass_disilane * u, T)**2
q_electron_masses = A / wavelength(mass_number * sc.m_e, T)**2

print(f"mass: {mass_number:.0f} u = {m:.4e} kg")
print(f"temperature: {T:.0f} K")
print(f"site area: {A/nm**2:.2f} nm2; site width: {a/nm:.4f} nm")
print(f"kT: {kT:.4e} J = {kT/eV:.5f} eV")
print(f"2 pi m k T: {2*np.pi*m*kT:.4e} kg2 m2/s2")
print(f"h squared: {h**2:.4e} J2 s2")
print(f"thermal wavelength: {Lam/nm:.6f} nm")
print(f"site width / wavelength: {a/Lam:.2f}")
print(f"thermal states per area: {1/Lam**2*nm**2:.0f} per nm2")
print(f"q per site, formula: {q:.1f}")
print(f"q per site, level sum on 5x5 sites: {q_levels:.1f}")
print(f"q per site, phase-space quadrature: {q_phase:.1f}")
print(f"mean energy from level sum / kT: {mean_energy/kT:.6f}")
print(f"q if mass were 62 electron masses: {q_electron_masses:.2f}")
print(f"q, hard-walled box of one site: {q_box1:.1f}")
print(f"q per site, hard-walled 20x20 terrace: {q_box20:.1f}")
print(f"disilane mass, less rounded: {mass_disilane:.2f} u")
print(f"silicon lattice constant used: {lattice/nm:.3f} nm")
print(f"Si(100) 1x1 cell: {cell/nm**2:.4f} nm2")
print(f"q with less rounded mass and cell: {q_refined:.0f}")
for V, classical, quantum in hindered:
    print(f"barrier {V:.2f} eV: q classical {classical:.1f}, "
          f"quantum {quantum:.1f}, ratio to free {classical/q:.3f}")
print(f"well frequency at 0.10 eV barrier: {nu/1e12:.3f} THz")
print(f"harmonic q at 0.10 eV barrier: {q_harmonic:.0f}")
print(f"deep-well test, 2 eV: harmonic {harmonic_deep:.2f}, "
      f"quantum {hindered_quantum(deep):.2f}")
print(f"coverage: {coverage:.2f} per site; disk diameter: {d/nm:.2f} nm")
print(f"free area fraction, formula: {free_fraction:.4f}")
print(f"free area fraction, random insertion: {free_mc:.4f}")
print(f"density x wavelength squared: {density*Lam**2:.2e}")
print(f"mean 2D speed: {speed:.0f} m/s")
print(f"rough well depth: {depth/eV:.1f} eV; attempt rate: {attempt:.0e} 1/s")
print(f"residence time: {tau*1e12:.1f} ps")
print(f"path length in residence time: {speed*tau/nm:.1f} nm")
print(f"lifetime energy width / kT: {width_ratio:.1e}")
print("all assertions hold")
```

It prints:

```
mass: 62 u = 1.0295e-25 kg
temperature: 800 K
site area: 0.15 nm2; site width: 0.3873 nm
kT: 1.1045e-20 J = 0.06894 eV
2 pi m k T: 7.1449e-45 kg2 m2/s2
h squared: 4.3905e-67 J2 s2
thermal wavelength: 0.007839 nm
site width / wavelength: 49.41
thermal states per area: 16274 per nm2
q per site, formula: 2441.0
q per site, level sum on 5x5 sites: 2441.0
q per site, phase-space quadrature: 2441.0
mean energy from level sum / kT: 1.000000
q if mass were 62 electron masses: 1.34
q, hard-walled box of one site: 2391.9
q per site, hard-walled 20x20 terrace: 2438.6
disilane mass, less rounded: 62.22 u
silicon lattice constant used: 0.543 nm
Si(100) 1x1 cell: 0.1474 nm2
q with less rounded mass and cell: 2408
barrier 0.05 eV: q classical 1261.6, quantum 1261.6, ratio to free 0.517
barrier 0.10 eV: q classical 738.4, quantum 738.3, ratio to free 0.302
barrier 0.20 eV: q classical 343.2, quantum 343.1, ratio to free 0.141
well frequency at 0.10 eV barrier: 0.720 THz
harmonic q at 0.10 eV barrier: 536
deep-well test, 2 eV: harmonic 26.78, quantum 27.18
coverage: 0.01 per site; disk diameter: 0.45 nm
free area fraction, formula: 0.9576
free area fraction, random insertion: 0.9581
density x wavelength squared: 4.10e-06
mean 2D speed: 411 m/s
rough well depth: 0.3 eV; attempt rate: 1e+13 1/s
residence time: 7.8 ps
path length in residence time: 3.2 nm
lifetime energy width / kT: 1.2e-03
all assertions hold
```
